# DFT+U as DFT+DMFT with a static Hartree-Fock impurity solver: verification in Python

```python
"""
Result under test: DFT+U is DFT+DMFT with a static Hartree-Fock impurity solver,
and its potential is the functional S[n] that also gives the exact self-energy
at infinite frequency, there evaluated with the exact density matrix:
    S_ae[n] = sum_bd (U_abed - U_abde) n_db,   n_db = <c_b^+ c_d>,
    U_abcd = <ab|cd>,   H_int = 1/2 sum U_abcd c_a^+ c_b^+ c_d c_c.
Energies in eV, measured from the chemical potential. KT is the thermal energy.
Each impurity model has 2 correlated orbitals (0, 1) and 2 bath orbitals (2, 3)
per spin. h is a one-body matrix, Sigma the self-energy, V_dc the double counting.
"""
import numpy as np
from scipy import constants
from scipy.special import expit

KT = 0.1
I2 = np.eye(2)


# ---------- many-body machinery (Jordan-Wigner matrices) ----------
def annihilators(count):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    result = []
    for j in range(count):
        op = np.eye(1)
        for i in range(count):
            op = np.kron(op, sign if i < j else lower if i == j else I2)
        result.append(op)
    return result


ALL = annihilators(8)
OPS = [ALL[:4], ALL[4:]]                       # spin up, spin down
PAIR = np.array([[[a.T @ b for b in ops] for a in ops] for ops in OPS])
NUMBER = [PAIR[s, 0, 0] + PAIR[s, 1, 1] for s in (0, 1)]


def one_body(h):
    return sum(np.tensordot(h[s], PAIR[s], axes=2) for s in (0, 1))


def average(rho, operator):
    return float(np.sum(rho * operator.T))


def gibbs(H):
    energy, vec = np.linalg.eigh(H)
    weight = np.exp(-(energy - energy[0]) / KT)
    Z = weight.sum()
    weight /= Z
    return dict(E=energy, v=vec, w=weight, rho=(vec * weight) @ vec.T,
                omega=energy[0] - KT * np.log(Z))


def densities(rho):
    return [np.array([[average(rho, PAIR[s, b, d]) for b in (0, 1)]
                      for d in (0, 1)]) for s in (0, 1)]


def exact_sigma(h, state, s, z):
    """Self-energy from the Lehmann sum and the Dyson equation."""
    E, v, w = state["E"], state["v"], state["w"]
    c = [v.T @ OPS[s][a] @ v for a in (0, 1)]
    kernel = (w[:, None] + w[None, :]) / (z + E[:, None] - E[None, :])
    G = np.array([[np.sum(c[a] * c[b] * kernel) for b in (0, 1)]
                  for a in (0, 1)])
    G0 = np.linalg.inv(z * np.eye(4) - h[s])[:2, :2]
    return np.linalg.inv(G0) - np.linalg.inv(G)


# ---------- two interactions and their Hartree-Fock potentials ----------
B = np.array([[[1.5, 0.1], [0.1, 1.3]], [[0.2, 0.4], [0.4, -0.2]]])
TENSOR = np.einsum("lac,lbd->abcd", B, B)
H_TENSOR = np.zeros((256, 256))
for s in (0, 1):
    for t in (0, 1):
        for a, b, c, d in np.ndindex(2, 2, 2, 2):
            H_TENSOR += 0.5 * TENSOR[a, b, c, d] * (
                (OPS[s][a].T @ OPS[t][b].T) @ (OPS[t][d] @ OPS[s][c]))


def hf_tensor(n, scale=1.0):
    hartree = np.einsum("abed,db->ae", TENSOR, n[0] + n[1])
    return [scale * (hartree - np.einsum("abde,db->ae", TENSOR, n[s]))
            for s in (0, 1)]


U, J = 3.0, 0.5
H_INV = U * NUMBER[0] @ NUMBER[1] + 0.5 * (U - J) * sum(
    N @ N - N for N in NUMBER)


def hf_invariant(n):
    N = [np.trace(m) for m in n]
    return [U * N[1 - s] * I2 + (U - J) * (N[s] * I2 - n[s]) for s in (0, 1)]


def v_dc(n, s):
    """Fully localized double-counting potential for spin s."""
    N = [np.trace(m) for m in n]
    return U * (sum(N) - 0.5) - J * (N[s] - 0.5)


def e_dc(n):
    N = [np.trace(m) for m in n]
    return 0.5 * U * sum(N) * (sum(N) - 1) - 0.5 * J * sum(x * (x - 1) for x in N)


def dressed(h, S):
    result = [m.copy() for m in h]
    for s in (0, 1):
        result[s][:2, :2] += S[s]
    return result


def occupation(h):
    e, v = np.linalg.eigh(h)
    return ((v * expit(-e / KT)) @ v.T)[:2, :2]


def solve_hf(h, potential, restricted=False):
    n = [0.5 * I2, 0.5 * I2]
    for _ in range(6000):
        new = [occupation(m) for m in dressed(h, potential(n))]
        if restricted:
            new = [0.5 * (new[0] + new[1])] * 2
        change = max(np.abs(new[s] - n[s]).max() for s in (0, 1))
        n = [n[s] + 0.2 * (new[s] - n[s]) for s in (0, 1)]
        if change < 1e-12:
            break
    assert change < 1e-11, "Hartree-Fock loop did not converge"
    return n, potential(n)


# ---------- exact high-frequency limit, general interaction ----------
h_base = np.array([[-2.2, 0.25, 0.7, 0.3], [0.25, -1.6, -0.2, 0.5],
                   [0.7, -0.2, 0.6, 0.0], [0.3, 0.5, 0.0, -0.9]])
field = np.diag([0.3, 0.3, 0.0, 0.0])
h_gen = [h_base - field, h_base + field]
H_gen = one_body(h_gen) + H_TENSOR
state = gibbs(H_gen)
n_gen = densities(state["rho"])
S_gen = hf_tensor(n_gen)
OMEGA = 1.0e4
err_limit = err_tail = 0.0
for s in (0, 1):
    sigma = exact_sigma(h_gen, state, s, 1j * OMEGA)
    err_limit = max(err_limit, np.abs(sigma.real - S_gen[s]).max())
    eta = [OPS[s][a] @ H_TENSOR - H_TENSOR @ OPS[s][a] for a in (0, 1)]
    K = np.array([[average(state["rho"], eta[a] @ eta[b].T + eta[b].T @ eta[a])
                   for b in (0, 1)] for a in (0, 1)]) - S_gen[s] @ S_gen[s]
    err_tail = max(err_tail, np.abs(-OMEGA * sigma.imag - K).max())
    assert np.linalg.eigvalsh(K).min() > 0
# the next terms of the expansion are smaller by 1/OMEGA^2
assert err_limit < 1e-5
assert err_tail < 1e-4

# ---------- Hartree-Fock: Wick energy, stationarity, upper bound ----------
n_hf, S_hf = solve_hf(h_gen, hf_tensor)
h_hf = dressed(h_gen, S_hf)
trial = gibbs(one_body(h_hf))
wick = 0.5 * sum(np.trace(S_hf[s] @ n_hf[s]) for s in (0, 1))
err_wick = abs(average(trial["rho"], H_TENSOR) - wick)
assert err_wick < 1e-9


def trial_potential(h0):
    H0 = one_body(h0)
    g = gibbs(H0)
    return g["omega"] + average(g["rho"], H_gen - H0)


direction = np.zeros((4, 4))
direction[:2, :2] = [[0.7, 0.3], [0.3, 0.5]]
direction[0, 2] = direction[2, 0] = 0.2


def slope(h0, step=1e-3):
    plus = trial_potential([m + step * direction for m in h0])
    minus = trial_potential([m - step * direction for m in h0])
    return (plus - minus) / (2 * step)


slope_hf, slope_bare = slope(h_hf), slope(h_gen)
assert abs(slope_hf) < 1e-5          # finite-difference error is of order step^2
assert abs(slope_bare) > 1e-3        # the test can tell a wrong potential
bound_gap = trial_potential(h_hf) - state["omega"]
assert bound_gap > 0

# ---------- error of the static potential is second order in U ----------
h_weak = [m + np.diag([1.9, 1.9, 0.0, 0.0]) for m in h_gen]
deviation = []
for scale in (0.01, 0.005):
    g = gibbs(one_body(h_weak) + scale * H_TENSOR)
    _, S = solve_hf(h_weak, lambda n: hf_tensor(n, scale))
    deviation.append(np.linalg.norm(
        exact_sigma(h_weak, g, 0, 1j * np.pi * KT) - S[0]))
ratio = deviation[0] / deviation[1]
assert abs(ratio - 4) < 0.2          # third-order terms shift the ratio slightly

# ---------- simplified DFT+U potential and energy ----------
g_inv = gibbs(one_body(h_gen) + H_INV)
n_inv = densities(g_inv["rho"])
err_simple = max(np.abs(
    exact_sigma(h_gen, g_inv, s, 1j * OMEGA).real - v_dc(n_inv, s) * I2
    - (U - J) * (0.5 * I2 - n_inv[s])).max() for s in (0, 1))
assert err_simple < 1e-5
n_trial = densities(trial["rho"])
simple_energy = 0.5 * (U - J) * sum(np.trace(m - m @ m) for m in n_trial)
err_energy = abs(average(trial["rho"], H_INV) - e_dc(n_trial) - simple_energy)
assert err_energy < 1e-9

# ---------- periodic model: DMFT loop against direct DFT+U ----------
kpts = 2 * np.pi * (np.arange(12) + 0.5) / 12
Hk = np.zeros((12, 3, 3))
Hk[:, 0, 0] = -0.3 - 0.4 * np.cos(kpts)
Hk[:, 1, 1] = 0.2 + 0.3 * np.cos(kpts)
Hk[:, 2, 2] = -0.5 - 1.0 * np.cos(kpts)
Hk[:, 0, 1] = Hk[:, 1, 0] = 0.1
Hk[:, 0, 2] = Hk[:, 2, 0] = 0.6 + 0.2 * np.cos(kpts)
Hk[:, 1, 2] = Hk[:, 2, 1] = 0.5 * np.cos(kpts)
DC_LATTICE = 3.0


def static_potential(n):
    return hf_tensor([n, n])[0] - DC_LATTICE * I2


n_band = 0.5 * I2
for _ in range(3000):
    Hu = Hk.copy()
    Hu[:, :2, :2] += static_potential(n_band)
    e, v = np.linalg.eigh(Hu)
    new = np.einsum("kam,km,kbm->ab", v, expit(-e / KT), v)[:2, :2] / 12
    change = np.abs(new - n_band).max()
    n_band = n_band + 0.2 * (new - n_band)
    if change < 1e-12:
        break
assert change < 1e-11

iw = 1j * np.pi * KT * (2 * np.arange(800) + 1)
e_local = Hk[:, :2, :2].mean(axis=0)


def matsubara_density(G, first_moment):
    """Frequency sum with the 1/z and 1/z^2 tails summed analytically."""
    rest = G - first_moment / (iw ** 2)[:, None, None]
    return 0.5 * I2 - first_moment / (4 * KT) + 2 * KT * rest.real.sum(axis=0)


V_dmft = np.zeros((2, 2))
n_imp = 0.5 * I2
for outer in range(1, 151):
    Hu = Hk.copy()
    Hu[:, :2, :2] += V_dmft
    G_loc = np.zeros((len(iw), 2, 2), complex)
    for matrix in Hu:
        G_loc += np.linalg.inv(iw[:, None, None] * np.eye(3) - matrix)[:, :2, :2]
    G_loc /= 12
    Delta = iw[:, None, None] * I2 - e_local - V_dmft - np.linalg.inv(G_loc)
    for _ in range(1000):
        V_imp = static_potential(n_imp)
        G_imp = np.linalg.inv(iw[:, None, None] * I2 - e_local - V_imp - Delta)
        new = matsubara_density(G_imp, e_local + V_imp)
        change = np.abs(new - n_imp).max()
        n_imp = n_imp + 0.3 * (new - n_imp)
        if change < 1e-11:
            break
    V_new = static_potential(n_imp)
    outer_change = np.abs(V_new - V_dmft).max()
    V_dmft = V_dmft + 0.7 * (V_new - V_dmft)
    if outer_change < 1e-9:
        break
assert outer_change < 1e-8
err_loop_n = np.abs(n_imp - n_band).max()
err_loop_V = np.abs(V_dmft - static_potential(n_band)).max()
assert err_loop_n < 1e-6 and err_loop_V < 1e-5   # truncated frequency sum

# ---------- worked example ----------
crystal, ligand, hop, cross = 0.5, 1.0, 0.8, 0.3
h_ks = np.array([[-crystal, 0, hop, cross], [0, crystal, cross, hop],
                 [hop, cross, ligand, 0], [cross, hop, 0, -ligand]])
dc = v_dc([0.5 * I2, 0.5 * I2], 0)               # two electrons, no moment
h_ex = [h_ks - dc * np.diag([1, 1, 0, 0])] * 2
n_ks = occupation(h_ks)
ex = gibbs(one_body(h_ex) + H_INV)
n_ex = densities(ex["rho"])
n_u, S_u = solve_hf(h_ex, hf_invariant, restricted=True)
for n in (n_ex, n_u):
    assert abs(np.trace(n[0] + n[1]) - 2) < 1e-8
V_inf = exact_sigma(h_ex, ex, 0, 1j * OMEGA).real - dc * I2
V_u = S_u[0] - dc * I2
assert np.abs(V_inf - (U - J) * (0.5 * I2 - n_ex[0])).max() < 1e-5
assert np.abs(V_u - (U - J) * (0.5 * I2 - n_u[0])).max() < 1e-8
assert np.abs(n_ex[0] - n_u[0]).max() > 1e-3     # same form, different value
E_ex = average(ex["rho"], H_INV) - e_dc(n_ex)
E_u = 0.5 * sum(np.trace(S_u[s] @ n_u[s]) for s in (0, 1)) - e_dc(n_u)

print("TESTS")
print(f"Sigma(i*{OMEGA:.0f} eV) real part minus S[n_exact]: {err_limit:.1e} eV")
print(f"1/z coefficient, Lehmann minus commutator: {err_tail:.1e} eV^2")
print(f"Wick interaction energy error: {err_wick:.1e} eV")
print(f"slope of trial potential at HF: {slope_hf:.1e} (dimensionless)")
print(f"same slope without HF potential: {slope_bare:.4f} (dimensionless)")
print(f"HF minus exact grand potential: {bound_gap:.4f} eV")
print(f"error ratio when U is halved: {ratio:.3f} (dimensionless)")
print(f"simplified potential error: {err_simple:.1e} eV")
print(f"simplified energy error: {err_energy:.1e} eV")
print(f"lattice: DMFT(HF) minus DFT+U occupation: {err_loop_n:.1e}")
print(f"lattice: DMFT(HF) minus DFT+U potential: {err_loop_V:.1e} eV")
print(f"lattice: outer DMFT iterations: {outer}")
print(f"lattice: occupations per spin: {n_band[0,0]:.4f}, {n_band[1,1]:.4f}")
print(f"lattice: off-diagonal occupation: {n_band[0,1]:.4f}")
print("EXAMPLE INPUT")
print(f"U = {U:.2f} eV, J = {J:.2f} eV, U-J = {U-J:.2f} eV")
print(f"correlated KS levels: {h_ks[0,0]:.2f}, {h_ks[1,1]:.2f} eV")
print(f"ligand levels: {h_ks[2,2]:.2f}, {h_ks[3,3]:.2f} eV")
print(f"hybridization: direct {hop:.2f} eV, cross {cross:.2f} eV")
print(f"thermal energy: {KT:.2f} eV = {KT*constants.e/constants.k:.0f} K")
print(f"double-counting potential: {dc:.3f} eV")
print("EXAMPLE RESULTS (orbital 1, orbital 2; per spin)")
print(f"KS occupations:    {n_ks[0,0]:.4f}, {n_ks[1,1]:.4f}")
print(f"exact occupations: {n_ex[0][0,0]:.4f}, {n_ex[0][1,1]:.4f}")
print(f"DFT+U occupations: {n_u[0][0,0]:.4f}, {n_u[0][1,1]:.4f}")
print(f"exact Sigma(i inf)-V_dc: {V_inf[0,0]:.4f}, {V_inf[1,1]:.4f} eV")
print(f"DFT+U potential:         {V_u[0,0]:.4f}, {V_u[1,1]:.4f} eV")
print(f"interaction energy minus E_dc, exact: {E_ex:.4f} eV")
print(f"interaction energy minus E_dc, DFT+U: {E_u:.4f} eV")
print("exact Sigma(i w)-V_dc, orbital 1")
for w in (np.pi * KT, 1.0, 3.0, 10.0, 100.0):
    value = exact_sigma(h_ex, ex, 0, 1j * w)[0, 0] - dc
    print(f"w = {w:8.4f} eV: real {value.real:.4f} eV, imag {value.imag:.4f} eV")
print("finished without a failed check")
```

Printed output:

```
TESTS
Sigma(i*10000 eV) real part minus S[n_exact]: 3.1e-08 eV
1/z coefficient, Lehmann minus commutator: 1.6e-07 eV^2
Wick interaction energy error: 4.6e-14 eV
slope of trial potential at HF: -4.5e-08 (dimensionless)
same slope without HF potential: -0.6025 (dimensionless)
HF minus exact grand potential: 0.0603 eV
error ratio when U is halved: 4.010 (dimensionless)
simplified potential error: 9.3e-08 eV
simplified energy error: 1.3e-15 eV
lattice: DMFT(HF) minus DFT+U occupation: 3.2e-09
lattice: DMFT(HF) minus DFT+U potential: 8.5e-09 eV
lattice: outer DMFT iterations: 19
lattice: occupations per spin: 0.6718, 0.3273
lattice: off-diagonal occupation: -0.4089
EXAMPLE INPUT
U = 3.00 eV, J = 0.50 eV, U-J = 2.50 eV
correlated KS levels: -0.50, 0.50 eV
ligand levels: 1.00, -1.00 eV
hybridization: direct 0.80 eV, cross 0.30 eV
thermal energy: 0.10 eV = 1160 K
double-counting potential: 4.250 eV
EXAMPLE RESULTS (orbital 1, orbital 2; per spin)
KS occupations:    0.8414, 0.1586
exact occupations: 0.9030, 0.0970
DFT+U occupations: 0.9240, 0.0760
exact Sigma(i inf)-V_dc: -1.0076, 1.0076 eV
DFT+U potential:         -1.0600, 1.0600 eV
interaction energy minus E_dc, exact: 0.3112 eV
interaction energy minus E_dc, DFT+U: 0.3511 eV
exact Sigma(i w)-V_dc, orbital 1
w =   0.3142 eV: real -0.6633 eV, imag -0.0443 eV
w =   1.0000 eV: real -0.6961 eV, imag -0.1251 eV
w =   3.0000 eV: real -0.8262 eV, imag -0.2105 eV
w =  10.0000 eV: real -0.9641 eV, imag -0.1422 eV
w = 100.0000 eV: real -1.0069 eV, imag -0.0176 eV
finished without a failed check
```
